# Space-group representations from little groups: a proof of completeness: test program

```python
"""Result under test: inducing the irreducible allowed small representations of
the little group G_k, with one k per star, gives every irreducible
representation of a space group exactly once.
Case: plane group p4gm with N x N periodic translations.
An element {R|w} acts as x -> R x + w. Shifts are stored in half lattice units.
A wave vector is k = 2 pi m / (N a), with integer m modulo N.
Allowed means D({1|t}) = exp(-i k.t) times the unit matrix.
The reference character table comes from class multiplication constants of the
whole finite group and makes no use of wave vectors or little groups."""
import numpy as np

rng = np.random.default_rng(7)
N = 6
PERIOD = 2 * N
TOL = 1e-7

# ---------- the finite space group ----------
C4 = np.array([[0, -1], [1, 0]])
MX = np.array([[-1, 0], [0, 1]])
rotations = [np.linalg.matrix_power(C4, p) for p in range(4)]
point_ops = np.array(rotations + [MX @ r for r in rotations])
n_point = len(point_ops)
point_product = np.array([[next(c for c in range(n_point)
                                if np.array_equal(point_ops[c], a @ b))
                           for b in point_ops] for a in point_ops])
rot, shift = [], []
lookup = -np.ones((n_point, PERIOD, PERIOD), dtype=int)
for r in range(n_point):
    half = 0 if r < 4 else 1
    for i in range(N):
        for j in range(N):
            w = (2 * i + half, 2 * j + half)
            lookup[r, w[0], w[1]] = len(rot)
            rot.append(r)
            shift.append(w)
rot, shift = np.array(rot), np.array(shift)
order = len(rot)
new_shift = (np.einsum('aij,bj->abi', point_ops[rot], shift)
             + shift[:, None, :]) % PERIOD
mult = lookup[point_product[rot][:, rot], new_shift[..., 0], new_shift[..., 1]]
assert mult.min() >= 0                      # closed under multiplication
identity = lookup[0, 0, 0]
inverse = np.argmax(mult == identity, axis=1)
translations = np.flatnonzero(rot == 0)

# ---------- reference character table from conjugacy classes ----------
cls = -np.ones(order, dtype=int)
n_cls = 0
everyone = np.arange(order)
for g in range(order):
    if cls[g] < 0:
        cls[mult[mult[everyone, g], inverse]] = n_cls
        n_cls += 1
size = np.bincount(cls).astype(float)
constants = np.zeros((n_cls, n_cls, n_cls))
np.add.at(constants, (cls[:, None], cls[None, :], cls[mult]), 1.0)
constants /= size[None, None, :]
weights = rng.normal(size=n_cls) / np.sqrt(size)
mixed = np.einsum('i,ijk->jk', weights, constants)
mixed = mixed * np.sqrt(size)[None, :] / np.sqrt(size)[:, None]
vectors = np.linalg.eig(mixed)[1]
omega = (vectors * np.sqrt(size)[:, None]).T
omega = omega / omega[:, [cls[identity]]]
ref_dim = np.sqrt(order / np.sum(np.abs(omega) ** 2 / size, axis=1))
assert np.allclose(ref_dim, np.round(ref_dim), atol=TOL)
reference = (omega * ref_dim[:, None] / size)[:, cls]
assert np.allclose(reference @ reference.conj().T / order, np.eye(n_cls), atol=TOL)


# ---------- little groups, small representations, induction ----------
def induce(matrices, cosets):
    """Induced matrices; the input must vanish outside the subgroup."""
    cosets = np.array(cosets)
    inner = mult[:, cosets]
    index = mult[inverse[cosets][None, :, None], inner[:, None, :]]
    blocks = matrices[index].transpose(0, 1, 3, 2, 4)
    dim = len(cosets) * matrices.shape[1]
    return blocks.reshape(order, dim, dim)


def character(matrices):
    return np.trace(matrices, axis1=1, axis2=2)


def translation_phase(m):
    phase = np.exp(-2j * np.pi * (shift @ np.array(m)) / PERIOD)
    return np.where(rot == 0, phase, 0)


def star_of(m):
    """Dictionary: arm of the star -> one group element that leads to it."""
    arms = {}
    for g in range(order):
        arm = tuple(int(x) for x in (point_ops[rot[g]] @ np.array(m)) % N)
        arms.setdefault(arm, g)
    return arms


def little_group(m):
    images = (point_ops[rot] @ np.array(m)) % N
    return np.flatnonzero(np.all(images == np.array(m) % N, axis=1))


def small_representations(m):
    """Split the representation induced from T to G_k into irreducible parts."""
    little = little_group(m)
    cosets = [int(np.flatnonzero(rot == r)[0]) for r in np.unique(rot[little])]
    big = induce(translation_phase(m)[:, None, None], cosets)
    dim = len(cosets)
    h = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    h = h + h.conj().T
    part = big[little]
    average = np.mean(part @ h @ part.conj().transpose(0, 2, 1), axis=0)
    values, vecs = np.linalg.eigh(average)
    cuts = np.flatnonzero(np.diff(values) > TOL) + 1
    found = []
    for columns in np.split(np.arange(dim), cuts):
        u = vecs[:, columns]
        small = u.conj().T @ big @ u
        chi = character(small)
        assert abs(np.vdot(chi, chi) / len(little) - 1) < TOL
        if all(abs(np.vdot(character(s), chi)) / len(little) < 0.5 for s in found):
            found.append(small)
    return found


def is_permutation(overlap):
    binary = np.round(overlap.real)
    return (overlap.shape[0] == overlap.shape[1]
            and np.allclose(overlap, binary, atol=TOL)
            and np.all(binary.sum(axis=0) == 1)
            and np.all(binary.sum(axis=1) == 1)
            and binary.min() >= 0)


def clean(z):
    assert abs(np.imag(z)) < TOL
    return round(float(np.real(z)), 6) + 0.0


print("Plane group p4gm, periodic lattice N x N with N =", N)
print("Order of point group:", n_point)
print("Number of translations:", len(translations))
print("Order of finite space group:", order)
print("Conjugacy classes:", n_cls)
print("Stars (k in units of 2 pi/a):")

generators = [lookup[1, 0, 0], lookup[4, 1, 1], lookup[0, 2, 0]]
seen = set()
all_characters = []
n_stars = 0
square_sum = 0
duplicates_checked = 0
for m1 in range(N // 2 + 1):
    for m2 in range(m1 + 1):
        m = (m1, m2)
        arms = star_of(m)
        assert not seen & set(arms)
        seen |= set(arms)
        n_stars += 1
        little = little_group(m)
        phase = translation_phase(m)
        smalls = small_representations(m)
        small_dims = [s.shape[1] for s in smalls]
        order_pk = len(little) // len(translations)
        assert sum(d * d for d in small_dims) == order_pk
        star_characters = []
        for small in smalls:
            d = small.shape[1]
            # the small representation is allowed
            assert np.allclose(small[translations],
                               phase[translations, None, None] * np.eye(d), atol=TOL)
            full = induce(small, list(arms.values()))
            for s in generators:            # induced matrices multiply correctly
                assert np.allclose(full[s] @ full, full[mult[s]], atol=TOL)
            chi = character(full)
            star_characters.append(chi)
            match = int(np.argmax(np.abs(reference.conj() @ chi)))
            ref = reference[match]
            # translation content of the reference character: this star only
            for q1 in range(N):
                for q2 in range(N):
                    wave = translation_phase((q1, q2))[translations]
                    content = np.mean(wave.conj() * ref[translations])
                    expected = d if (q1, q2) in arms else 0
                    assert abs(content - expected) < TOL
            # projecting the reference character on k returns the small character
            shifted = ref[mult[translations][:, little]]
            projected = np.mean(phase[translations].conj()[:, None] * shifted, axis=0)
            assert np.allclose(projected, character(small)[little], atol=TOL)
        # another arm of the same star must repeat the same representations
        if len(arms) > 1:
            other = list(arms)[-1]
            other_cosets = list(star_of(other).values())
            again = np.array([character(induce(s, other_cosets))
                              for s in small_representations(other)])
            assert is_permutation(np.array(star_characters) @ again.conj().T / order)
            duplicates_checked += 1
        full_dims = [d * len(arms) for d in small_dims]
        square_sum += sum(d * d for d in full_dims)
        all_characters += star_characters
        print(f" k=({m1/N:.4f},{m2/N:.4f}) arms={len(arms)} |P_k|={order_pk}"
              f" small dims={sorted(small_dims)} full dims={sorted(full_dims)}")

assert len(seen) == N * N
induced = np.array(all_characters)
overlap = induced @ reference.conj().T / order
assert is_permutation(overlap)              # every irreducible one exactly once
assert square_sum == order
print("Number of stars:", n_stars)
print("Induced representations:", len(induced))
print("Sum of squared full dimensions:", square_sum)
print(f"Largest deviation of overlaps from 0 or 1: "
      f"{np.max(np.abs(overlap - np.round(overlap.real))):.0e}")
print("Stars where another arm repeats the same list:", duplicates_checked)

# ---------- the point X worked in detail ----------
X = (N // 2, 0)
small_x = small_representations(X)
assert len(small_x) == 1
D = small_x[0]
c2, glide_x, glide_y = lookup[2, 0, 0], lookup[4, 1, 1], lookup[6, 1, 1]
unit = np.eye(2)
squares = []
for g in (c2, glide_x, glide_y):
    square = D[g] @ D[g]
    scalar = np.trace(square) / 2
    assert np.allclose(square, scalar * unit, atol=TOL)
    squares.append(clean(scalar))
assert np.allclose(D[c2] @ D[glide_x], -D[glide_x] @ D[c2], atol=TOL)
assert np.allclose(D[glide_x] @ D[c2], D[glide_y], atol=TOL)
# explicit Pauli-matrix form has the same squares, product and characters
sz, sx = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])
for g, matrix, value in zip((c2, glide_x, glide_y), (sz, sx, sx @ sz), squares):
    assert np.allclose(matrix @ matrix, value * unit)
    assert abs(np.trace(D[g]) - np.trace(matrix)) < TOL
print("X point, k=(1/2,0): scalar squares of small matrices")
print(" {C2|0}^2, {m_x|1/2,1/2}^2, {m_y|1/2,1/2}^2 =", squares)
arms_x = star_of(X)
chi_x = character(induce(D, list(arms_x.values())))
for t in ((0, 0), (1, 0), (0, 1), (1, 1)):
    print(f" full character at translation {t}:",
          clean(chi_x[lookup[0, 2 * t[0], 2 * t[1]]]))
print(" elements with nonzero full character:", int(np.sum(np.abs(chi_x) > TOL)))
norm_x = clean(np.vdot(chi_x, chi_x) / order)
assert norm_x == 1
print(" mean squared full character:", norm_x)

# ---------- a small representation that is not allowed ----------
trivial = np.zeros((order, 1, 1))
trivial[little_group(X)] = 1
chi_bad = character(induce(trivial, list(arms_x.values())))
norm_bad = clean(np.vdot(chi_bad, chi_bad) / order)
assert norm_bad > 1.5
print("Trivial (not allowed) representation of G_X, induced:")
print(" dimension:", int(clean(chi_bad[identity])),
      " mean squared character:", norm_bad)
print("OK")
```

Output:

```
Plane group p4gm, periodic lattice N x N with N = 6
Order of point group: 8
Number of translations: 36
Order of finite space group: 288
Conjugacy classes: 24
Stars (k in units of 2 pi/a):
 k=(0.0000,0.0000) arms=1 |P_k|=8 small dims=[1, 1, 1, 1, 2] full dims=[1, 1, 1, 1, 2]
 k=(0.1667,0.0000) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.1667,0.1667) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.3333,0.0000) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.3333,0.1667) arms=8 |P_k|=1 small dims=[1] full dims=[8]
 k=(0.3333,0.3333) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.5000,0.0000) arms=2 |P_k|=4 small dims=[2] full dims=[4]
 k=(0.5000,0.1667) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.5000,0.3333) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.5000,0.5000) arms=1 |P_k|=8 small dims=[1, 1, 1, 1, 2] full dims=[1, 1, 1, 1, 2]
Number of stars: 10
Induced representations: 24
Sum of squared full dimensions: 288
Largest deviation of overlaps from 0 or 1: 2e-14
Stars where another arm repeats the same list: 8
X point, k=(1/2,0): scalar squares of small matrices
 {C2|0}^2, {m_x|1/2,1/2}^2, {m_y|1/2,1/2}^2 = [1.0, 1.0, -1.0]
 full character at translation (0, 0): 4.0
 full character at translation (1, 0): 0.0
 full character at translation (0, 1): 0.0
 full character at translation (1, 1): -4.0
 elements with nonzero full character: 18
 mean squared full character: 1.0
Trivial (not allowed) representation of G_X, induced:
 dimension: 2  mean squared character: 2.0
OK
```
